# Nondegenerate Mobility from the Equilibrium Velocity Correlation

## Which time enters the mobility

A mobility calculation must decide whether total scattering rates are sufficient, or whether the collision operator must also keep track of where carriers arrive. The example below, a hole channel in monolayer WSe₂, gives 462 cm²/Vs if arrivals are discarded and 578 cm²/Vs if they are kept. The quantity that settles the matter is the integrated equilibrium velocity correlation:

$$
\mu=\frac{e}{k_BT}\int_0^\infty
\langle v_x(t)v_x(0)\rangle\,dt. \tag{1}
$$

The average has two parts. Initial states follow the Maxwell-Boltzmann distribution, and later states follow from random collisions without an applied field. Between collisions the velocity is constant.

## Linearised Boltzmann equation

The algebra uses atomic units, $\hbar=e=m_e=1$, with $\beta=1/k_BT$. The carrier charge is $s=\pm1$. For holes, $s=+1$ and $E$ is the hole energy, measured upward from the band edge. A uniform steady field $F$ along $x$ exerts the force $sF$, and $\mu>0$ is defined by $v_d=s\mu F$.

Let $f(\mathbf k)$ be the occupation and $W(\mathbf k\to\mathbf k')$ the collision rate. Collisions are instantaneous, independent of one another and unaffected by the field. In a nondegenerate gas $f\ll1$, so the factors $1-f$ for empty final states are replaced by one:

$$
sF\frac{\partial f}{\partial k_x}
=\sum_{\mathbf k'}\left[W(\mathbf k'\to\mathbf k)f'
-W(\mathbf k\to\mathbf k')f\right]. \tag{2}
$$

A prime on a function means that it is evaluated at $\mathbf k'$. At equilibrium $f_0=A e^{-\beta E}$. Since $v_x=\partial E/\partial k_x$,

$$
\frac{\partial f_0}{\partial k_x}=-\beta v_xf_0. \tag{3}
$$

Summing (3) over the band gives $\langle v_x\rangle=0$, because $f_0$ is periodic or vanishes at large $k$. Here $\langle a\rangle=\sum f_0a/\sum f_0$.

A bath in equilibrium is assumed to give detailed balance,

$$
f_0W(\mathbf k\to\mathbf k')=f_0'W(\mathbf k'\to\mathbf k). \tag{4}
$$

Write $f=f_0(1+g)$, where $g$ is first order in $F$. On the left of (2), the derivative of $f_0g$ is multiplied by $F$ and is therefore second order. What remains is $-s\beta Fv_xf_0$. On the right, (4) gives

$$
\begin{aligned}
&\sum_{\mathbf k'}\left[W(\mathbf k'\to\mathbf k)f_0'(1+g')
-W(\mathbf k\to\mathbf k')f_0(1+g)\right]\\
&\qquad=f_0\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')(g'-g)
\equiv f_0Lg.
\end{aligned}
$$

Division by $f_0$ leaves

$$
Lg=-s\beta Fv_x. \tag{5}
$$

The field does not change the carrier number, so $\langle g\rangle=0$.

## From the collision operator to a correlation

Let $u(\mathbf k,t)$ be the mean of $v_x$ at time $t$ for a carrier that starts in $\mathbf k$. In a first short interval $\delta$ the carrier either stays in $\mathbf k$ or jumps to $\mathbf k'$:

$$
u(\mathbf k,t+\delta)=
\left(1-\delta\sum_{\mathbf k'}W\right)u(\mathbf k,t)
+\delta\sum_{\mathbf k'}W\,u(\mathbf k',t)+O(\delta^2),
$$

with $W=W(\mathbf k\to\mathbf k')$. Subtracting $u(\mathbf k,t)$, dividing by $\delta$ and letting $\delta\to0$ gives

$$
\frac{\partial u}{\partial t}=Lu,\qquad u(\mathbf k,0)=v_x. \tag{6}
$$

The operator in the linearised Boltzmann equation thus also evolves conditional averages. The correlation is $C(t)=\langle v_xu(t)\rangle$.

To find the long-time limit, let $p_0=f_0/\sum f_0$. For two functions $h$ and $g$, exchange the summation labels, use (4), and average the two forms:

$$
\langle hLg\rangle=-\frac12\sum_{\mathbf k,\mathbf k'}
p_0W(\mathbf k\to\mathbf k')(h'-h)(g'-g). \tag{7}
$$

This is symmetric in $h$ and $g$, and $\langle gLg\rangle\le0$. If collisions connect all states, it vanishes only for constant $g$. The constant part of $v_x$ is its mean, which is zero. We assume that the remaining part decays fast enough for the time integral to converge. Integrating (6) then gives

$$
L\int_0^\infty u\,dt=u(\infty)-u(0)=-v_x. \tag{8}
$$

Comparison with (5) gives $g=s\beta F\int_0^\infty u\,dt$. An additive constant is excluded by $\langle g\rangle=0$. The drift velocity is

$$
v_d=\langle v_x(1+g)\rangle=\langle v_xg\rangle
=s\beta F\int_0^\infty C(t)\,dt .
$$

Division by $sF$ gives $\mu=\beta\int_0^\infty C\,dt$. In ordinary units the force carries a factor $e$, which restores (1). The factor $\hbar$ in $\partial E/\partial k_x=\hbar v_x$ cancels that in $dk_x/dt=seF/\hbar$.

The result needs neither a relaxation time nor a parabolic band. It fails if a conserved quantity keeps part of the velocity alive, as when collisions conserve the total momentum of the carriers.

A test without inversion symmetry uses the dimensionless band $E=1-\cos k+0.3\sin2k$ at $\beta=2$. The rates are $[0.5+0.3\cos(k-k')+0.1\cos(k+k')]e^{-\beta(E'-E)/2}$, integrated over $k'$. Solving (2) at fields $\pm0.001$ and dividing the drift difference by the field difference gives 0.443291. The correlation integral also gives 0.443291.

## Correlation time and a lower bound

For a parabolic band, (3) and integration by parts give the equal-time value

$$
C(0)=\langle v_x^2\rangle
=k_BT\left\langle\frac{\partial v_x}{\partial k_x}\right\rangle
=\frac{k_BT}{m}. \tag{9}
$$

With $\tau_c=\int_0^\infty C\,dt/C(0)$, equation (1) becomes $\mu=e\tau_c/m$. If collisions are elastic and isotropic with constant rate $\Gamma$, each one erases the mean velocity, so $C=C(0)e^{-\Gamma t}$ and $\tau_c=1/\Gamma$.

In general there are several decay rates. On a finite grid, the symmetry in (7) allows the expansion

$$
\frac{C(t)}{C(0)}=\sum_jw_je^{-\lambda_jt},\qquad
w_j\ge0,\quad \sum_jw_j=1,\quad\lambda_j>0.
$$

The initial decay rate is $\nu_0=\sum_jw_j\lambda_j$. Since $1/\lambda$ is convex, Jensen's inequality gives

$$
\tau_c=\sum_j\frac{w_j}{\lambda_j}\ge\frac1{\nu_0},\qquad
\nu_0=-\frac{\langle v_xLv_x\rangle}{\langle v_x^2\rangle}. \tag{10}
$$

One application of $L$ therefore supplies a lower bound on the mobility. The full value follows from solving $-Lx=v_x$ and forming $\beta\langle v_xx\rangle$, which avoids a time grid. On the full space $L$ is singular, so $\langle x\rangle=0$ must be imposed.

## A WSe₂ hole channel

The example is a suspended monolayer at 300 K, with $k_BT=0.02585$ eV and $m=0.40\,m_e$. Large spin splitting motivates one spin state in each of two valleys, with no scattering between them.

For long-wavelength acoustic phonons in the classical limit, absorption and emission together give a squared matrix element $D^2k_BT/(\rho Ac^2)$. Here $D=3.0$ eV is the deformation potential, $\rho=6.0\times10^{-6}$ kg/m² the sheet density, $c=3000$ m/s the sound speed and $A$ the area. Multiplication by $2\pi/\hbar$ and by the density of states $Am/(2\pi\hbar^2)$ gives

$$
\Gamma_{ac}=\frac{mD^2k_BT}{\hbar^3\rho c^2}
=5.505\ \mathrm{ps}^{-1}. \tag{11}
$$

These collisions are taken as elastic and isotropic. Polar optical phonons have energy $\hbar\omega=0.030$ eV and occupation $N=1/(e^{\hbar\omega/k_BT}-1)=0.4563$. Their model coupling has the angular factor $S(q)=(1+rq)^{-2}$, with $r=4.5$ nm, and the rate prefactor $R=50$ ps⁻¹. Absorption carries $RN$ and emission $R(N+1)$.

Optical collisions connect energies $E_n=\varepsilon+n\hbar\omega$, with $0\le\varepsilon<\hbar\omega$. Write $u=\cos\theta\,U_n(t)$, where $\theta$ is the angle of $\mathbf k$ from $x$. After a turn by $\phi$, the sine part of $\cos(\theta+\phi)$ averages to zero because $S$ is even in $\phi$. Only $\cos\theta\cos\phi$ remains. With

$$
a_n=\int_0^{2\pi}\frac{d\phi}{2\pi}S(q_n),\qquad
b_n=\int_0^{2\pi}\frac{d\phi}{2\pi}S(q_n)\cos\phi,
$$

and $q_n^2=k_n^2+k_{n+1}^2-2k_nk_{n+1}\cos\phi$, equation (6) becomes

$$
\begin{aligned}
\dot U_n={}&-\left[\Gamma_{ac}+RNa_n+R(N+1)a_{n-1}\right]U_n\\
&+RNb_nU_{n+1}+R(N+1)b_{n-1}U_{n-1}.
\end{aligned}\tag{12}
$$

Here $a_{-1}=b_{-1}=0$, because emission from the lowest rung is impossible. The last line is scattering-in. Each $\varepsilon$ needs one small tridiagonal matrix, which is nonsingular because $\Gamma_{ac}>0$. These collisions never change $\varepsilon$ or the valley, so they do not connect all states. Equation (1) still holds, because the mean velocity is zero on every ladder and the acoustic collisions make $U_n$ decay. Any extra part of $g$ that is constant on each ladder carries no drift.

The density of states is constant in energy, and $\cos^2\theta$ averages to one half. Therefore

$$
C(t)=\frac12\int_0^\infty\frac{dE}{k_BT}e^{-E/k_BT}v(E)U(E,t),
\qquad U(E,0)=v(E). \tag{13}
$$

The equal-time value is 11,367 nm²/ps², in agreement with $k_BT/m$. The normalised correlation falls to 0.676, 0.460, 0.216 and 0.050 at 0.05, 0.10, 0.20 and 0.40 ps. Its area before normalisation is 1493.37 nm²/ps. Dividing by $k_BT/e=0.02585$ V, and using 1 nm²/(V ps) = 0.01 cm²/Vs, gives

$$
\mu=0.01\,\frac{1493.37}{0.02585}\ \mathrm{cm^2/Vs}
=578\ \mathrm{cm^2/Vs}.
$$

The correlation time is $1493.37/11367.3=0.131$ ps. The bound $1/\nu_0=0.126$ ps lies about 4% below it, so one decay rate describes this case fairly well. Dropping the last line of (12) lowers the mobility by 20%, to 462 cm²/Vs. The polar coupling favours small angles, so a carrier often keeps much of its direction after an optical collision.

Simulated random flights provide a separate calculation. Without a field, their velocity correlation gives 569 ± 6 cm²/Vs. With a field of 0.002 MV/cm, their drift gives 568 ± 6 cm²/Vs. The uncertainties are one standard error, and both results lie about 1.5 standard errors below the ladder value. The field also raises the mean energy from 0.0259 to 0.0275 eV, so this run is close to the linear limit but not at it.

## When the field is too strong

At 0.020 MV/cm the flights give a drift-to-field ratio of 760 cm²/Vs and a mean energy of 0.94 eV. These are averages over about 3 ps, after an initial 2.5 ps was discarded. They should not be read as a steady mobility.

An energy balance shows why. The field supplies

$$
760\times(2\times10^4)^2\ \mathrm{eV/s}
\simeq0.30\ \mathrm{eV/ps}
$$

per carrier. The net optical loss is $\hbar\omega R\langle S\rangle_\phi$, since emission exceeds absorption by $(N+1)-N=1$. For $rk\gg1$ and a small relative energy change, $q\simeq k|\phi|$ and

$$
\langle S\rangle_\phi\simeq\frac1\pi\int_0^\infty
\frac{d\phi}{(1+rk\phi)^2}=\frac1{\pi rk}.
$$

At the mean energy $k\simeq3.15$ nm⁻¹, so $\langle S\rangle_\phi\simeq0.022$ and the loss is only about 0.03 eV/ps. Acoustic collisions are elastic in this model and remove no energy. The carriers are therefore still heating. This runaway belongs to the model, which omits the nonpolar optical and intervalley phonons that also cool carriers in real WSe₂. An energy of 0.94 eV also lies outside the range in which one parabolic band can represent WSe₂.

## Exclusion at higher density

When $f_0$ is not small, the final-state factors return. Detailed balance then defines a symmetric equilibrium flux,

$$
B=f_0W(\mathbf k\to\mathbf k')(1-f_0')
=f_0'W(\mathbf k'\to\mathbf k)(1-f_0).
$$

Set $\delta f=f_0(1-f_0)g$. The first-order changes of the gain and loss terms are

$$
\begin{aligned}
\delta(\text{gain})&=B[(1-f_0')g'-f_0g],\\
\delta(\text{loss})&=B[(1-f_0)g-f_0'g'].
\end{aligned}
$$

Their difference is $B(g'-g)$. The field term is $-s\beta Fv_xf_0(1-f_0)$. Dividing both by $f_0(1-f_0)$ gives (5) again, with the rates in $L$ replaced by $W(1-f_0')/(1-f_0)$. Call the new operator $L_F$. The drift velocity is $\sum v_x\delta f/\sum f_0$, so the steps after (5) give

$$
\mu=\beta\int_0^\infty dt\,
\frac{\sum f_0(1-f_0)v_xe^{L_Ft}v_x}{\sum f_0}. \tag{14}
$$

For the periodic band with chemical potential 1, the finite-field solution and (14) both give 0.223011, about half the nondegenerate value. Almost all of this drop is in the equal-time value, which falls to 0.50 of its nondegenerate size as the nonparabolic band fills. The correlation time changes by less than 2%. Fermi statistics can thus matter greatly, here through band filling rather than through blocked collisions.

In the WSe₂ model at $10^{12}$ cm⁻², the band-edge occupation is 0.21, yet (14) gives 578 cm²/Vs, unchanged at this precision. Part of the reason is that $f_0(1-f_0)=-k_BT\,\partial f_0/\partial E$. Integration by parts then leaves the equal-time value at $k_BT/m$, and the acoustic rate is independent of energy. The small net change in the optical part is a numerical result for these parameters, not a general rule.

## Comparison with a real channel

The mass and phonon energy are rough values typical of WSe₂. The sound speed is on the low side for the longitudinal mode, and the result is sensitive to it because $\Gamma_{ac}\propto c^{-2}$: at fixed $D$ the model gives about 660 cm²/Vs for 3300 m/s and about 990 cm²/Vs for 4500 m/s. The polar prefactor is a less certain model choice. Measured room-temperature hole mobilities are often of order 100 cm²/Vs, roughly, well below the 578 cm²/Vs found here. Real channels break the assumption of a clean, unscreened layer. At $10^{12}$ holes/cm², static screening of the polar coupling alone raises the model mobility to 698 cm²/Vs when the long-wavelength screening wavevector is used at every $q$. Letting the screening weaken with $q$ lowers this to about 670 cm²/Vs. With the long-wavelength screening held fixed, a weak-scattering (Born) estimate for $10^{11}$ charged impurities/cm² gives 314 cm²/Vs, but this number should not be trusted. The screened potential has the zero-wavevector Fourier component $\tilde V(0)=2.9$ eV nm², so $m\tilde V(0)/\hbar^2\simeq15$, whereas the Born approximation needs a value well below one. Here it greatly overstates the scattering, and a reliable impurity rate requires the phase shifts of the potential. These give about 560 cm²/Vs for attractive and 590 cm²/Vs for repulsive impurities. At these densities neither screening nor impurities accounts for the gap to the measured values. Without screening or impurities, warming the channel to 400 K gives 440 cm²/Vs. The acoustic phonon energy for thermal backscattering is 0.08 $k_BT$, which supports the elastic approximation at low field. The scale $\hbar/\tau_c$ is 0.19 $k_BT$. The collision broadening itself follows the total scattering rate, and is about 0.22 $k_BT$ on average and 0.30 $k_BT$ above the emission threshold, so the picture of sharp energies between collisions is only moderately well satisfied. The three digits quoted for the mobility therefore describe the model, not the material. The remaining values are in the numerical output.

## Numbers as computed

```
PERIODIC BAND, dimensionless
mobility from finite field: 0.443291
mobility from correlation: 0.443291
with exclusion, finite field: 0.223011
with exclusion, correlation: 0.223011
WSe2 HOLE MODEL, rough inputs
temperature: 300 K
thermal energy: 0.02585 eV
effective mass: 0.40 electron masses
optical phonon energy: 0.030 eV
polar rate prefactor: 50.0 1/ps
polar screening length: 4.5 nm
acoustic deformation potential: 3.0 eV
sheet mass density: 6.0e-06 kg/m2
sound speed: 3000 m/s
phonon occupation: 0.4563
acoustic scattering rate: 5.505 1/ps
equal-time velocity correlation: 11367.3 nm2/ps2
normalised correlation at 0.05 ps: 0.6757
normalised correlation at 0.10 ps: 0.4596
normalised correlation at 0.20 ps: 0.2163
normalised correlation at 0.40 ps: 0.0503
correlation area: 1493.37 nm2/ps
correlation time: 0.1314 ps
inverse initial decay rate: 0.1263 ps
mobility from correlation: 577.7 cm2/Vs
mobility without scattering-in: 461.6 cm2/Vs
random-flight correlation mobility: 569.0 cm2/Vs
its standard error: 5.8 cm2/Vs
final mean energy / kT: 1.0008
FIELD-DRIVEN RANDOM FLIGHTS
low field: 0.002 MV/cm
low-field mobility: 568.0 cm2/Vs
its standard error: 6.4 cm2/Vs
low-field mean energy: 0.02753 eV
high field: 0.020 MV/cm
high-field drift/field: 760.4 cm2/Vs
its standard error: 6.7 cm2/Vs
high-field mean energy: 0.94449 eV
NEGLECTED EFFECTS, estimates
hole density: 1.0e+12 1/cm2
band-edge occupation: 0.2067
mobility with exclusion only: 577.9 cm2/Vs
static screening wavevector: 3.124 1/nm
mobility with screening only: 697.7 cm2/Vs
charged impurity density: 1.0e+11 1/cm2
with screening and impurities: 314.0 cm2/Vs
mobility at 400 K: 439.5 cm2/Vs
acoustic backscatter energy / kT: 0.0796
collision broadening / kT: 0.1938
```
